# Unreacted silanols after irreversible two-site silylation of a long chain

Plasma radicals can strip methyl groups from the pore walls of a porous organosilicate dielectric, and silanol groups (Si–OH) may form in their place. A silylating agent with two leaving groups can cap two neighbouring silanols at once. This problem asks how many silanols are left behind in an idealised, one-dimensional model of such a repair, in which only pairs react. The numbers are not predictions for a real pore wall, which is a surface and on which an agent molecule can also bind to a single silanol.

**Model.** The sites form a straight row, and each site has two neighbours except at an end. At the start each site is a silanol with probability $p$, independently of the others; the remaining sites are undamaged and inert. Two neighbouring unreacted silanols are called an intact pair. Every intact pair reacts with the same probability $k\,dt$ in a time $dt$, whatever surrounds it, and both of its sites are then capped for good. An agent molecule never attaches to a single site, caps do not move or detach, and silanols do not condense with each other. Exposure lasts until no intact pair is left.

## (a) Rate equations

*On an infinite row, let $E_m(t)$ be the probability that $m$ given consecutive sites are all unreacted silanols. Find the equation of motion of $E_m$.*

**Solution.** The initial state and the rates are the same everywhere along the row, so $E_m$ does not depend on where the $m$ sites lie. No process creates silanols, so $E_m$ can only fall. It falls when a pair containing at least one of the $m$ sites reacts. There are two kinds of such pairs.

- The $m-1$ inner pairs lie wholly within the group. If the group is unreacted, all of them are intact, and they contribute $-(m-1)kE_m$.
- Each of the two edge pairs joins an end site of the group to its outer neighbour. It can react only if that neighbour is also an unreacted silanol, so that $m+1$ consecutive sites are unreacted. The two edges contribute $-2kE_{m+1}$.

With the dimensionless time $\tau=kt$,

$$\frac{dE_m}{d\tau}=-(m-1)E_m-2E_{m+1},\qquad E_m(0)=p^m. \tag{1}$$

If the supply of agent varies in time, so that $k=k(t)$, the same equation holds with $\tau=\int_0^t k\,dt'$. The final state is then unaffected, provided that $\tau$ grows without limit.

## (b) Solution in time

*Solve the hierarchy (1) without guessing the form of the solution.*

**Solution.** The first term on the right is removed by setting $G_m=e^{(m-1)\tau}E_m$. The product rule gives

$$\frac{dG_m}{d\tau}=(m-1)G_m+e^{(m-1)\tau}\left[-(m-1)E_m-2E_{m+1}\right]=-2e^{(m-1)\tau}E_{m+1}.$$

Since $E_{m+1}=e^{-m\tau}G_{m+1}$, the right side is $-2e^{-\tau}G_{m+1}$. Now let $u=1-e^{-\tau}$, which runs from 0 to 1 and obeys $du/d\tau=e^{-\tau}$. Then

$$\frac{dG_m}{du}=-2G_{m+1},\qquad\text{and so}\qquad \frac{d^rG_m}{du^r}=(-2)^rG_{m+r}.$$

All derivatives at $u=0$ are known, because $G_{m+r}(0)=p^{m+r}$. Taylor's theorem with $M$ terms reads

$$G_m(u)=\sum_{r=0}^{M-1}\frac{(-2u)^r}{r!}p^{m+r}+\frac{(-2u)^M}{M!}G_{m+M}(\xi),\qquad 0\le\xi\le u.$$

The last term must be shown to vanish. A probability is at most 1 and $e^{\tau}=1/(1-u)$, so $G_{m+M}(\xi)\le(1-u)^{-(m+M-1)}$. The size of the last term is therefore at most

$$(1-u)^{-(m-1)}\,\frac{1}{M!}\left(\frac{2u}{1-u}\right)^M,$$

which tends to zero as $M\to\infty$ for any $u<1$, that is, at any finite time. The series sums to $p^me^{-2pu}$, and

$$E_m(\tau)=p^m\,e^{-(m-1)\tau}\exp\!\left[-2p\left(1-e^{-\tau}\right)\right]. \tag{2}$$

## (c) The final state

*What fraction of the sites remains unreacted when all sites start as silanols? How does the residue depend on $p$, and which assumptions does it rest on?*

**Solution.** As $\tau\to\infty$, equation (2) gives $E_2\to0$, so no intact pairs remain, while

$$E_1(\infty)=p\,e^{-2p}. \tag{3}$$

For $p=1$ the unreacted fraction is $e^{-2}=0.1353$, and the reacted fraction is $0.8647$. The rate constant has dropped out: it sets how fast the final state is reached, not what that state is. For $p=1$ the leftover silanols are single sites between capped neighbours. They arise because pairs react at random places, and the gap between two capped pairs may hold an odd number of sites. For $p<1$ a neighbour of a leftover silanol may also be an undamaged site.

For small $p$, equation (3) becomes $p-2p^2$. This can be checked directly. Intact pairs occur with probability $p^2$ per site, larger groups are rarer, and each pair removes two silanols.

The derivative of $pe^{-2p}$ is $(1-2p)e^{-2p}$, so the residue per site has its maximum at $p=1/2$, where it equals $1/(2e)$.

| $p$ | residue per site | residue per initial silanol |
|---|---|---|
| 0.25 | 0.1516 | 0.6065 |
| 0.50 | 0.1839 | 0.3679 |
| 0.75 | 0.1673 | 0.2231 |
| 1.00 | 0.1353 | 0.1353 |

In this model a fully damaged row ends with fewer silanols than a half-damaged one. At $p=1/2$, a fraction $p(1-p)^2=0.125$ of all sites are silanols that have no partner from the start and can never react; at $p=1$ there are none. This outweighs the larger number of silanols that lose their partners during the reaction at $p=1$. The share of the initial silanols that escapes, $e^{-2p}$, falls steadily with $p$.

The residue is permanent only under the stated chemistry. An agent that attaches to single sites could cap the isolated silanols as well. If caps could move or detach, the state without intact pairs would not be final. Equal reactivity matters too. Suppose that, after a first event on an open chain, only pairs next to a capped site could react. The capped region would then grow outwards from one place and leave at most one silanol at each end of the chain, so the unreacted fraction of a long chain would tend to zero.

## (d) Chains of finite length

*Take an open chain of $n$ sites, all silanols at the start. Find the mean number $U_n$ of leftover silanols and compare it with the infinite row. What changes if the chain is closed into a ring?*

**Solution.** An empty chain has $U_0=0$, and a single site cannot react, so $U_1=1$. For $n\ge2$ the first event is equally likely to occur at any of the $n-1$ pairs. It leaves $j$ sites on the left and $n-2-j$ on the right, with $j=0,\dots,n-2$. No pair connects the two parts, so each fills as a separate chain:

$$U_n=\frac{1}{n-1}\sum_{j=0}^{n-2}\left(U_j+U_{n-2-j}\right)=\frac{2}{n-1}\sum_{j=0}^{n-2}U_j. \tag{4}$$

The two sums are equal because they contain the same terms in opposite order.

Let $I(x)=\sum_nU_nx^n$. Multiply (4) by $(n-1)x^n$ and sum over $n\ge2$. The left side becomes $xI'-I$, since the terms $n=0$ and $n=1$ of that expression vanish. On the right, division by $1-x$ produces partial sums, and the shift by two gives a factor $x^2$:

$$xI'-I=\frac{2x^2}{1-x}I,\qquad \frac{I'}{I}=\frac1x+\frac{2x}{1-x}=\frac1x-2+\frac{2}{1-x}. \tag{5}$$

Integration gives $\ln I=\ln x-2x-2\ln(1-x)+\text{const}$. The condition $U_1=1$ makes the constant zero, so

$$I(x)=\frac{x\,e^{-2x}}{(1-x)^2}.$$

Because $x/(1-x)^2=\sum_l l\,x^l$, multiplication by the series of $e^{-2x}$ yields

$$U_n=\sum_{j=0}^{n-1}(n-j)\frac{(-2)^j}{j!}. \tag{6}$$

For $n=4$ this is $4-6+4-\tfrac43=\tfrac23$. Direct counting agrees: the middle pair reacts first with probability $1/3$ and strands two sites, while either other choice strands none.

To see the behaviour for large $n$, extend the sum to infinity. With $\sum_j(-2)^j/j!=e^{-2}$ and $\sum_jj(-2)^j/j!=-2e^{-2}$, the full sum is $ne^{-2}+2e^{-2}$. Hence

$$U_n=(n+2)e^{-2}+R_n,\qquad R_n=\sum_{j=n+1}^{\infty}(j-n)\frac{(-2)^j}{j!}. \tag{7}$$

The terms of $R_n$ alternate in sign. With $j=n+l$, the ratio of the sizes of successive terms is $\frac{l+1}{l}\cdot\frac{2}{n+l+1}$. It is largest at $l=1$, where it equals $4/(n+2)$, which does not exceed 1 for $n\ge2$. The sum is then no larger than its first term:

$$|R_n|\le\frac{2^{n+1}}{(n+1)!}\qquad(n\ge2).$$

For $n=10$, enumeration of all reaction orders gives $1.623986$ sites, against $1.624023$ from $(n+2)e^{-2}$.

Thus $U_n/n\to e^{-2}$, in agreement with part (c) by a separate route. The leading correction, $2e^{-2}/n$, comes from the two ends. The value $e^{-2}$ belongs to the limit: by (6), $U_n/n$ is rational for every finite $n$, whereas $e^{-2}$ is irrational.

A ring of $n\ge4$ sites has no ends. Its first event, wherever it occurs, leaves an open chain of $n-2$ sites, so the mean leftover is $U_{n-2}=ne^{-2}+R_{n-2}$ and the end term cancels. For 12 sites the unreacted fraction is $1.623986/12=0.135332$, already close to $e^{-2}=0.135335$.

## (e) A single chain

*The results so far are averages. Find the variance of the leftover number $N$ on an open chain of $n$ silanols, and decide whether one long chain shows the average fraction.*

**Solution.** Let $P_n(z)$ be the mean of $z^N$, with $P_0=1$ and $P_1=z$. After the first event the two parts fill independently and their leftover numbers add, so the means of $z^N$ multiply:

$$(n-1)P_n=\sum_{j=0}^{n-2}P_jP_{n-2-j}\qquad(n\ge2).$$

For $F(x,z)=\sum_nP_n(z)x^n$, the left side sums to $xF'-F+1$, where the prime means $\partial/\partial x$ and the $+1$ removes the $n=0$ term. The right side sums to $x^2F^2$. Therefore

$$xF'-F=x^2F^2-1. \tag{8}$$

This is a Riccati equation, and one solution is known. At $z=1$ every $P_n$ is 1 and $F=1/(1-x)$; both sides of (8) then equal $(2x-1)/(1-x)^2$. Put $F=1/(1-x)+1/w$. The terms without $w$ cancel, which leaves

$$-\frac{xw'}{w^2}-\frac1w=\frac{2x^2}{(1-x)w}+\frac{x^2}{w^2}.$$

Multiplication by $-w^2/x$ makes this linear:

$$w'+\left(\frac1x+\frac{2x}{1-x}\right)w=-x.$$

By (5) the bracket is $I'/I$, so $I$ is an integrating factor and $(wI)'=-xI$. Define

$$J(x)=\int_0^x yI(y)\,dy=\frac{e^{-2x}(1+x)}{2(1-x)}-\frac12.$$

The closed form vanishes at $x=0$, and its derivative is

$$e^{-2x}\left[\frac{1}{(1-x)^2}-\frac{1+x}{1-x}\right]=\frac{x^2e^{-2x}}{(1-x)^2}=xI,$$

as required. For small $x$, $1/w=F-1/(1-x)\approx(z-1)x$ and $I\approx x$, so $wI\to1/(z-1)$. Hence $wI=1/(z-1)-J$, and

$$F=\frac{1}{1-x}+\frac{(z-1)I}{1-(z-1)J}. \tag{9}$$

Now expand in powers of $z-1$. The mean of $z^N$ is $1+(z-1)\langle N\rangle+\tfrac12(z-1)^2\langle N(N-1)\rangle+\dots$. The first-order term of (9) is $I$, which returns the mean. The second-order term is $IJ$, so $\langle N(N-1)\rangle$ is the coefficient of $x^n$ in

$$2IJ=\frac{x(1+x)e^{-4x}}{(1-x)^3}-I.$$

The term $-I$ contributes $-\langle N\rangle$, and the first term therefore generates $\langle N^2\rangle$ itself. Since $x(1+x)/(1-x)^3=\sum_ll^2x^l$,

$$\langle N^2\rangle=\sum_{j=0}^{n-1}(n-j)^2\frac{(-4)^j}{j!}.$$

Extend the sum to infinity as before. With $a=-4$, the sums of $a^j/j!$ weighted by $1$, $j$ and $j^2$ are $e^a$, $ae^a$ and $(a^2+a)e^a$. The result is $e^{-4}(n^2+8n+12)$. The added tail is at most $\sum_{l\ge1}l^2\,4^{n+l}/(n+l)!$ in size. Because $(n+l)!\ge n!\,l!$, this is no more than a constant times $4^n/n!$, which vanishes rapidly. Subtracting the square of the mean gives

$$\operatorname{Var}N\simeq e^{-4}\left[n^2+8n+12-(n+2)^2\right]=4(n+2)e^{-4}. \tag{10}$$

At $n=20$ the formula and the enumeration both give $1.611776$.

By Chebyshev's inequality, the probability that $N/n$ differs from its mean by more than $\varepsilon$ is at most $\operatorname{Var}N/(n\varepsilon)^2$, which falls as $1/n$. The mean itself tends to $e^{-2}$. A single chain therefore shows the fraction $e^{-2}$ with a probability that tends to 1, to within any fixed margin, as $n\to\infty$.

The variance per site, $4e^{-4}=0.073$, is smaller than the value $e^{-2}(1-e^{-2})=0.117$ for sites left over independently with the same probability. Part of the reduction is easily identified. Two neighbours are never both left over, so their covariance is $0-e^{-4}$, and the two neighbours of each site contribute $-2e^{-4}=-0.037$. More distant sites contribute the remaining $-0.007$ in total, but this small number is what is left after larger terms of both signs cancel. Sites two or four apart are also never both left over, because the one or three sites between them cannot be capped in pairs without leaving a silanol next to one of them. Each of these distances therefore contributes another $-0.037$. Sites three apart, with one capped pair between them, are positively correlated and contribute about $+0.054$.

## (f) Numbers

*Let $k=0.02\ \mathrm{s^{-1}}$ per intact pair, a round model value, and let all sites start as silanols. How long must the exposure last, and what does a chain of 200 sites look like afterwards?*

**Solution.** At 60 s, $\tau=0.02\times60=1.2$ and $e^{-\tau}=0.3012$. Equation (2) gives

$$E_1=e^{-2(1-0.3012)}=0.2472,\qquad E_2=0.3012\times0.2472=0.0745.$$

| time (s) | unreacted fraction | intact-pair probability |
|---|---|---|
| 0 | 1.0000 | 1.0000 |
| 30 | 0.4056 | 0.2226 |
| 60 | 0.2472 | 0.0745 |
| 120 | 0.1623 | 0.0147 |
| 300 | 0.1360 | 0.0003 |

At 60 s, $0.2472-0.1353=0.1119$ of all sites are silanols that will still react; the other $0.1353$ will not, however long the exposure. On the infinite row the ratio to the final value is $E_1/e^{-2}=\exp(2e^{-\tau})$. It falls to $1.01$ when $e^{-\tau}=\tfrac12\ln1.01$, that is, at $\tau=5.30$ or $t=265$ s. Longer exposure can then lower the residue by no more than about 1% of its value.

For $n=200$ the final mean is $202\times0.135335=27.34$ sites, and the standard deviation is $2\times0.135335\times\sqrt{202}=3.85$ sites. As fractions of the chain these are $0.137$ and $0.019$. The ends raise the mean by 1% relative to $200e^{-2}$, while the spread between chains is 14% of the mean. From (7) and (10), the relative spread is $2/\sqrt{n+2}$, so reducing it to 1% takes about 40 000 sites.

Random filling of 400 chains of 2500 sites gave an unreacted fraction of $0.13565\pm0.00026$ (standard error), against the expected $0.13544$. The sample variance was $165.7$, against $183.3$ expected. It is 10% low, where the relative sampling error is about $\sqrt{2/400}=7\%$, so the difference is 1.4 standard errors. The numerical output below lists these values together with the enumerations for short chains.

## Table of computed values

```
limit exp(-2), unreacted fraction: 0.135335
limit 1-exp(-2), reacted fraction: 0.864665
open chain: n, enumerated mean leftover, (n+2)exp(-2) [sites]
    2  0.00000000  0.54134113
    3  1.00000000  0.67667642
    4  0.66666667  0.81201170
    6  1.06666667  1.08268227
    8  1.35238095  1.35335283
   10  1.62398589  1.62402340
   12  1.89469296  1.89469397
n=20 variance, enumerated: 1.611776 sites^2
n=20 variance, 4(n+2)exp(-4): 1.611776 sites^2
ring of 12, enumerated unreacted fraction: 0.135332
random filling: 400 chains of 2500 sites
  unreacted fraction: 0.13565 +/- 0.00026 (standard error)
  expected (n+2)exp(-2)/n: 0.13544
  variance: simulated 165.7, expected 183.3 sites^2
worked example: rate 0.02 1/s per intact pair, all sites silanol
time [s], rate*time, unreacted fraction, intact-pair probability
      0  0.00  1.00000  1.00000
     30  0.60  0.40560  0.22260
     60  1.20  0.24719  0.07445
    120  2.40  0.16226  0.01472
    300  6.00  0.13601  0.00034
time to come within 1% of final residue: 265.2 s
  12-site ring unreacted fraction then: 0.13669
  1.01*exp(-2): 0.13669
chain of 200 sites: mean leftover 27.338 sites
  standard deviation 3.847 sites
  as fractions: 0.13669 and 0.01923
partial damage: p, residue per site, 12-ring value, per initial silanol
  0.25  0.15163  0.15163  0.60653
  0.50  0.18394  0.18394  0.36788
  0.75  0.16735  0.16735  0.22313
  1.00  0.13534  0.13533  0.13534
p of largest residue per site (ring, grid step 0.01): 0.50
```
